# Why nickel's lowest level does not identify its lowest term or configuration: verification in Python

```python
# Result under test: the lowest LEVEL need not belong to the lowest TERM.
# For 3d^8 4s^2 3F and 3d^9 4s 3D let D = E(3F) - E(3D), both averaged over J
# with weights 2J+1. 3F4 lies below 3D3 when D < s_F - s_D, where s is the
# depth of the lowest level below its term average; to first order
# s_F = 3 zeta_F / 2 and s_D = zeta_D (zeta: 3d spin-orbit constant).
# Configuration averages lie above the triplets by (58 F2 - 5 F4)/441 and G2/10
# (F2, F4: 3d-3d Slater integrals; G2: 3d-4s exchange integral).
# Orbitals: nickel, spherical exchange-only local-density potential.
# Hartree atomic units throughout.
import numpy as np
from functools import lru_cache
from itertools import combinations
from scipy.constants import physical_constants, fine_structure
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from sympy.physics.wigner import wigner_3j

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 28
ROUGH_TERM_GAP = 1.0e-3   # rough measured size of D in nickel, one figure

# ---------- radial grid, integrals and Gaussian basis ----------
x = np.linspace(np.log(1e-6), np.log(60.0), 1800)
r = np.exp(x)
w = r * (x[1] - x[0])


def integral(f):
    return float(np.sum(f * w))


def running(f):
    return CubicSpline(x, f * r).antiderivative()(x)


def multipole_potential(density, k):
    inner = running(density * r**k)
    outer = running(density * r**(-k - 1.0))
    return inner / r**(k + 1) + r**k * (outer[-1] - outer)


def slater(density1, density2, k):
    return integral(density1 * multipole_potential(density2, k))


def make_basis(l, smallest, count):
    a = (smallest * 2.2**np.arange(count))[:, None]
    u = r**(l + 1) * np.exp(-a * r * r)
    u = u / np.sqrt(np.sum(u * u * w, axis=1))[:, None]
    overlap = (u * w) @ u.T
    kinetic = (u * w) @ (u * (a * (2 * l + 3) - 2 * a * a * r * r)).T
    return u, overlap, (kinetic + kinetic.T) / 2


BASIS = {0: make_basis(0, 0.015, 24), 1: make_basis(1, 0.03, 18),
         2: make_basis(2, 0.03, 14)}


def solve(l, potential, count):
    u, overlap, kinetic = BASIS[l]
    h = kinetic + (u * (w * potential)) @ u.T
    c = eigh((h + h.T) / 2, overlap)[1]
    return [(c[:, i] @ u, float(c[:, i] @ kinetic @ c[:, i]))
            for i in range(count)]


def atom(occupation):
    rv = -(1 + (Z - 1) / (1 + 3 * (np.exp(r / 0.8) - 1)))
    change = 1.0
    for cycle in range(500):
        orbitals = {}
        for l, count in ((0, 4), (1, 2), (2, 1)):
            for i, item in enumerate(solve(l, rv / r, count)):
                orbitals[(l + 1 + i, l)] = item
        density = sum(q * orbitals[s][0]**2 for s, q in occupation.items())
        hartree = multipole_potential(density, 0)
        exchange = -(3 * density / (4 * np.pi**2 * r * r))**(1 / 3)
        new = -Z + r * (hartree + exchange)
        change = np.max(np.abs(new - rv))
        if change < 1e-6:
            break
        rv = rv + 0.25 * (new - rv)
    assert change < 1e-6, "self-consistency not reached"
    kinetic = sum(q * orbitals[s][1] for s, q in occupation.items())
    energy = kinetic + integral(density * (-Z / r + hartree / 2
                                           + 0.75 * exchange))
    return orbitals, rv, kinetic, energy


def spin_orbit_constant(u, rv):
    slope = CubicSpline(x, rv)(x, 1)
    return fine_structure**2 / 2 * integral(u * u * (slope - rv) / r**3)


# ---------- test: spin-orbit constant against the exact Dirac splitting ----
Z_ION = 5


def dirac_energy(n, j):
    kappa = j + 0.5
    za = fine_structure * Z_ION
    effective_n = n - kappa + np.sqrt(kappa**2 - za**2)
    return ((1 + (za / effective_n)**2)**-0.5 - 1) / fine_structure**2


ion_u = solve(2, -Z_ION / r, 1)[0][0]
ion_split = 2.5 * spin_orbit_constant(ion_u, -Z_ION * np.ones_like(r))
dirac_split = dirac_energy(3, 2.5) - dirac_energy(3, 1.5)
# remaining difference is of relative order (Z alpha)^2
assert abs(ion_split / dirac_split - 1) < 5e-3


# ---------- angular integrals and average pair energies ----------
@lru_cache(maxsize=None)
def three_j(a, b, c, ma, mb, mc):
    return float(wigner_3j(a, b, c, ma, mb, mc))


@lru_cache(maxsize=None)
def angular(k, l, m, lp, mp):
    """Matrix element <l m| C^k_(m-mp) |lp mp>."""
    return ((-1.0)**m * np.sqrt((2 * l + 1) * (2 * lp + 1))
            * three_j(l, k, lp, 0, 0, 0) * three_j(l, k, lp, -m, m - mp, mp))


def average_coefficients(l1, l2, same):
    if same:
        return {k: -(2 * l1 + 1) / (4 * l1 + 1) * three_j(l1, k, l1, 0, 0, 0)**2
                for k in range(2, 2 * l1 + 1, 2)}
    return {k: -0.5 * three_j(l1, k, l2, 0, 0, 0)**2
            for k in range(abs(l1 - l2), l1 + l2 + 1, 2)}


def enumerated_average(l1, l2, same):
    direct, exchange, pairs = np.zeros(5), np.zeros(5), 0
    for m1 in range(-l1, l1 + 1):
        for m2 in range(-l2, l2 + 1):
            for s1 in (0, 1):
                for s2 in (0, 1):
                    if same and (m1, s1) == (m2, s2):
                        continue
                    pairs += 1
                    for k in range(5):
                        direct[k] += (angular(k, l1, m1, l1, m1)
                                      * angular(k, l2, m2, l2, m2))
                        if s1 == s2:
                            exchange[k] += angular(k, l1, m1, l2, m2)**2
    return direct / pairs, exchange / pairs


for l1, l2, same in ((0, 0, True), (1, 1, True), (2, 2, True), (0, 0, False),
                     (0, 1, False), (0, 2, False), (1, 1, False),
                     (1, 2, False)):
    direct, exchange = enumerated_average(l1, l2, same)
    formula = average_coefficients(l1, l2, same)
    expected = np.array([formula.get(k, 0.0) for k in range(5)])
    expected[0] += 1.0
    assert np.allclose(direct - exchange, expected, atol=1e-12)
    if not same:
        assert np.allclose(direct, [1, 0, 0, 0, 0], atol=1e-12)


def average_energy(orbitals, occupation):
    total, shells = 0.0, list(occupation.items())
    for i, (shell, q) in enumerate(shells):
        u, kinetic = orbitals[shell]
        total += q * (kinetic - Z * integral(u * u / r))
        for other, q2 in shells[:i + 1]:
            v, same = orbitals[other][0], other == shell
            pairs = q * (q - 1) / 2 if same else q * q2
            pair = slater(u * u, v * v, 0)
            for k, c in average_coefficients(shell[1], other[1], same).items():
                pair += c * slater(u * v, u * v, k)
            total += pairs * pair
    return total


# ---------- determinant matrices for the open shells ----------
SPIN_ORBITALS = ([(2, m, s) for s in (0.5, -0.5) for m in range(-2, 3)]
                 + [(0, 0, 0.5), (0, 0, -0.5)])


def repulsion(a, b, c, d, radial):
    (la, ma, sa), (lb, mb, sb) = SPIN_ORBITALS[a], SPIN_ORBITALS[b]
    (lc, mc, sc), (ld, md, sd) = SPIN_ORBITALS[c], SPIN_ORBITALS[d]
    if sa != sc or sb != sd or ma + mb != mc + md:
        return 0.0
    kind = tuple(sorted((la + lc, lb + ld)))   # 4: dd, 2: ds, 0: ss density
    return sum(value * angular(k, lc, mc, la, ma) * angular(k, lb, mb, ld, md)
               for (k, p, q), value in radial.items() if (p, q) == kind)


def l_dot_s(a, c):
    (la, ma, sa), (lc, mc, sc) = SPIN_ORBITALS[a], SPIN_ORBITALS[c]
    if la != 2 or lc != 2:
        return 0.0
    if a == c:
        return ma * sa
    if abs(ma - mc) == 1 and ma + sa == mc + sc:
        return 0.5 * np.sqrt(6 - ma * mc)
    return 0.0


def act(state, operations):
    sign = 1
    for orbital, create in operations:
        if bool((state >> orbital) & 1) == create:
            return 0, 0
        if bin(state & ((1 << orbital) - 1)).count("1") % 2:
            sign = -sign
        state ^= 1 << orbital
    return sign, state


def matrices(d_count, s_count, radial):
    states = [sum(1 << i for i in d + s)
              for d in combinations(range(10), d_count)
              for s in combinations((10, 11), s_count)]
    position = {state: i for i, state in enumerate(states)}
    scatter = {}
    for c, d in combinations(range(12), 2):
        scatter[c, d] = []
        for a, b in combinations(range(12), 2):
            v = repulsion(a, b, c, d, radial) - repulsion(a, b, d, c, radial)
            if abs(v) > 1e-14:
                scatter[c, d].append((a, b, v))
    coulomb = np.zeros((len(states), len(states)))
    spin_orbit = np.zeros_like(coulomb)
    for column, state in enumerate(states):
        occupied = [i for i in range(12) if (state >> i) & 1]
        for c, d in combinations(occupied, 2):
            for a, b, v in scatter[c, d]:
                sign, target = act(state, [(c, False), (d, False),
                                           (b, True), (a, True)])
                if sign and target in position:
                    coulomb[position[target], column] += sign * v
        for c in occupied:
            for a in range(10):
                v = l_dot_s(a, c)
                if v:
                    sign, target = act(state, [(c, False), (a, True)])
                    if sign:
                        spin_orbit[position[target], column] += sign * v
    assert np.allclose(coulomb, coulomb.T, atol=1e-11)
    assert np.allclose(spin_orbit, spin_orbit.T, atol=1e-11)
    return coulomb, spin_orbit


def group(values, tolerance=1e-7):
    values = np.sort(values)
    cuts = np.where(np.diff(values) > tolerance)[0] + 1
    return [(float(np.mean(part)), len(part)) for part in np.split(values, cuts)]


# ---------- nickel in both configurations ----------
core = {(1, 0): 2, (2, 0): 2, (2, 1): 6, (3, 0): 2, (3, 1): 6}
CASES = {
    "F": dict(d=8, s=2, size=21, name="3d^8 4s^2", degeneracies=[9, 7, 5],
              shifts=[-1.5] * 9 + [0.5] * 7 + [2.0] * 5),
    "D": dict(d=9, s=1, size=15, name="3d^9 4s", degeneracies=[7, 5, 3],
              shifts=[-1.0] * 7 + [0.5] * 5 + [1.5] * 3)}

for key, case in CASES.items():
    occupation = dict(core)
    occupation[(3, 2)] = case["d"]
    occupation[(4, 0)] = case["s"]
    orbitals, rv, kinetic, energy = atom(occupation)
    case["virial"] = -energy / kinetic
    assert abs(case["virial"] - 1) < 1e-4
    d, s = orbitals[(3, 2)][0], orbitals[(4, 0)][0]
    case["zeta"] = spin_orbit_constant(d, rv)
    radial = {(0, 4, 4): slater(d * d, d * d, 0),
              (2, 4, 4): slater(d * d, d * d, 2),
              (4, 4, 4): slater(d * d, d * d, 4),
              (0, 0, 4): slater(s * s, d * d, 0),
              (2, 2, 2): slater(s * d, s * d, 2),
              (0, 0, 0): slater(s * s, s * s, 0)}
    case["F2"], case["F4"] = radial[2, 4, 4], radial[4, 4, 4]
    case["G2"] = radial[2, 2, 2]
    case["average"] = average_energy(orbitals, occupation)
    coulomb, spin_orbit = matrices(case["d"], case["s"], radial)

    # Coulomb repulsion alone: lowest term and its distance to the average
    values, vectors = np.linalg.eigh(coulomb)
    size = case["size"]
    assert group(values)[0][1] == size
    case["offset"] = float(np.mean(values) - values[0])
    if key == "F":
        case["offset_formula"] = (58 * case["F2"] - 5 * case["F4"]) / 441
    else:
        case["offset_formula"] = case["G2"] / 10
    assert abs(case["offset"] - case["offset_formula"]) < 1e-9

    # first-order spin-orbit shifts inside the lowest term, in units of zeta
    lowest = vectors[:, :size]
    shifts = np.linalg.eigvalsh(lowest.T @ spin_orbit @ lowest)
    assert np.allclose(shifts, case["shifts"], atol=1e-8)
    assert abs(np.trace(spin_orbit)) < 1e-10
    case["computed_shifts"] = [mean for mean, count in group(shifts)]

    # depth of the lowest level for weak coupling, then for nickel
    def spectrum(zeta):
        return np.linalg.eigvalsh(coulomb + zeta * spin_orbit)

    weak = 0.01 * case["zeta"]
    weak_values = spectrum(weak)
    weak_depth = (np.mean(weak_values[:size]) - weak_values[0]) / weak
    # remaining difference is second order in the coupling
    assert abs(weak_depth + case["shifts"][0]) < 5e-3
    full = spectrum(case["zeta"])
    levels = group(full)
    assert [count for mean, count in levels[:3]] == case["degeneracies"]
    case["term_mean"] = float(np.mean(full[:size]))
    case["depth"] = case["term_mean"] - float(full[0])
    case["full_offset"] = float(np.mean(full)) - case["term_mean"]
    case["levels"] = [(mean - case["term_mean"], count)
                      for mean, count in levels]

F, D = CASES["F"], CASES["D"]
first_order_window = 1.5 * F["zeta"] - D["zeta"]
window = F["depth"] - D["depth"]

# ---------- merged level scheme with the rough measured term gap ----------
merged = []
for label, (energy, count) in zip(("3F4", "3F3", "3F2"), F["levels"]):
    merged.append((energy + ROUGH_TERM_GAP, count, "3d^8 4s^2 " + label))
for label, (energy, count) in zip(("3D3", "3D2", "3D1", "1D2"), D["levels"]):
    merged.append((energy, count, "3d^9 4s " + label))
merged.sort()


def weighted_mean(term):
    chosen = [(e, g) for e, g, label in merged if term in label]
    return sum(e * g for e, g in chosen) / sum(g for e, g in chosen)


term_gap = weighted_mean(" 3F") - weighted_mean(" 3D")
assert merged[0][2].endswith("3F4") and merged[0][1] == 9
assert term_gap > 0 and ROUGH_TERM_GAP < window
configuration_gap = ROUGH_TERM_GAP + F["full_offset"] - D["full_offset"]
assert configuration_gap > 0
estimated_gap = (F["average"] - F["offset"]) - (D["average"] - D["offset"])

# ---------- output ----------
print("One-electron ion, nuclear charge", Z_ION, ": 3d splitting")
print(f"  from zeta {ion_split:.6e} hartree, Dirac {dirac_split:.6e} hartree")
for case in (F, D):
    print(f"Nickel {case['name']}: -E/T = {case['virial']:.7f}")
    print(f"  zeta(3d) = {1e3 * case['zeta']:.3f} millihartree")
    print(f"  F2(3d,3d) = {case['F2']:.4f} hartree")
    print(f"  F4(3d,3d) = {case['F4']:.4f} hartree")
    print(f"  G2(3d,4s) = {case['G2']:.4f} hartree")
    print("  first-order shifts / zeta, lowest level first:",
          " ".join(f"{v:+.3f}" for v in case["computed_shifts"]))
    print(f"  first-order depth = "
          f"{-1e3 * case['computed_shifts'][0] * case['zeta']:.3f} millihartree")
    print(f"  depth from diagonalization = {1e3*case['depth']:.3f} millihartree")
    print(f"  configuration average above triplet, no spin-orbit = "
          f"{1e3 * case['offset']:.2f} millihartree")
    print(f"  same, above J-averaged triplet with spin-orbit = "
          f"{1e3 * case['full_offset']:.2f} millihartree")
print(f"Window for D, first order: 0 to {1e3*first_order_window:.3f} millihartree")
print(f"Window for D, diagonalization: 0 to {1e3 * window:.3f} millihartree"
      f" = {window * HARTREE_EV:.3f} eV")
print(f"Input D, rough measured size: {1e3 * ROUGH_TERM_GAP:.0f} millihartree"
      f" = {ROUGH_TERM_GAP * HARTREE_EV:.2f} eV")
print("Levels above the lowest level (millihartree), with 2J+1:")
for energy, count, label in merged:
    print(f"  {label:15s} {1e3 * (energy - merged[0][0]):8.3f}   {count}")
print("J-averaged terms above the lowest level:")
for term in (" 3D", " 3F"):
    print(f"  {term.strip()}: {1e3 * (weighted_mean(term) - merged[0][0]):.3f}"
          " millihartree")
print(f"Configuration average of 3d^8 4s^2 minus that of 3d^9 4s: "
      f"{1e3 * configuration_gap:.1f} millihartree"
      f" = {configuration_gap * HARTREE_EV:.2f} eV")
print(f"D from single-configuration energies with these orbitals: "
      f"{1e3 * estimated_gap:.1f} millihartree"
      f" = {estimated_gap * HARTREE_EV:.2f} eV")
print("verified")
```

It prints:

```
One-electron ion, nuclear charge 5 : 3d splitting
  from zeta 1.027278e-04 hartree, Dirac 1.027463e-04 hartree
Nickel 3d^8 4s^2: -E/T = 1.0000011
  zeta(3d) = 3.559 millihartree
  F2(3d,3d) = 0.4211 hartree
  F4(3d,3d) = 0.2597 hartree
  G2(3d,4s) = 0.0454 hartree
  first-order shifts / zeta, lowest level first: -1.500 +0.500 +2.000
  first-order depth = 5.338 millihartree
  depth from diagonalization = 5.285 millihartree
  configuration average above triplet, no spin-orbit = 52.43 millihartree
  same, above J-averaged triplet with spin-orbit = 52.59 millihartree
Nickel 3d^9 4s: -E/T = 1.0000011
  zeta(3d) = 3.242 millihartree
  F2(3d,3d) = 0.3809 hartree
  F4(3d,3d) = 0.2334 hartree
  G2(3d,4s) = 0.0471 hartree
  first-order shifts / zeta, lowest level first: -1.000 +0.500 +1.500
  first-order depth = 3.242 millihartree
  depth from diagonalization = 2.952 millihartree
  configuration average above triplet, no spin-orbit = 4.71 millihartree
  same, above J-averaged triplet with spin-orbit = 5.00 millihartree
Window for D, first order: 0 to 2.095 millihartree
Window for D, diagonalization: 0 to 2.334 millihartree = 0.063 eV
Input D, rough measured size: 1 millihartree = 0.03 eV
Levels above the lowest level (millihartree), with 2J+1:
  3d^8 4s^2 3F4      0.000   9
  3d^9 4s 3D3        1.334   7
  3d^9 4s 3D2        5.325   5
  3d^8 4s^2 3F3      7.228   7
  3d^9 4s 3D1        9.440   3
  3d^8 4s^2 3F2     12.079   5
  3d^9 4s 1D2       24.283   5
J-averaged terms above the lowest level:
  3D: 4.285 millihartree
  3F: 5.285 millihartree
Configuration average of 3d^8 4s^2 minus that of 3d^9 4s: 48.6 millihartree = 1.32 eV
D from single-configuration energies with these orbitals: -52.2 millihartree = -1.42 eV
verified
```
